# Magnetic Force Theorem and Exchange Parameters in Dynamical Mean-Field Theory

**Setting.** A crystal has a collinear magnetic state with site axes $\mathbf e_i=\eta_i\hat z$, $\eta_i=\pm1$. Four assumptions are made.

- The one-electron Hamiltonian $h$ is real in a real orbital basis and independent of spin, so there is no spin-orbit coupling.
- The interaction is local and invariant under spin rotations.
- Any double-counting correction is independent of spin.
- Dynamical mean-field theory (DMFT) supplies a site-diagonal self-energy

$$\Sigma_i(i\omega_n)=\Sigma^0_i+\Sigma^s_i\,\mathbf e_i\cdot\boldsymbol\sigma ,\qquad G^{-1}=i\omega_n+\mu-h-\Sigma .$$

$\Sigma^s_i$ is half the difference between the self-energies for spin along and against the site's own axis. It is a matrix in the orbitals and depends on frequency. $T$ denotes $k_BT$ and $\omega_n=(2n+1)\pi T$ denotes $\hbar$ times the Matsubara frequency, so both are energies. $\mathrm{Tr}$ means $T\sum_n$ together with the trace over sites, orbitals and spin; $\mathrm{tr}$ runs over orbitals. The target is the classical energy

$$E=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,$$

in which every pair is counted twice.

## (a) Which part of the grand potential changes when the local self-energies are rotated rigidly?

**Solution.** Let $\Phi[G]$ be the Luttinger-Ward functional, with $\delta\Phi=\mathrm{Tr}\,\Sigma\,\delta G$. Near the solution, take $\Sigma$ as the variable and define $F[\Sigma]=\Phi-\mathrm{Tr}\,\Sigma G$. Then

$$\Omega[\Sigma]=-\mathrm{Tr}\ln(-G^{-1})+F[\Sigma],\qquad \delta F=\mathrm{Tr}\,\Sigma\delta G-\mathrm{Tr}\,\Sigma\delta G-\mathrm{Tr}\,G\delta\Sigma=-\mathrm{Tr}\,G\,\delta\Sigma .$$

Since $\delta G^{-1}=-\delta\Sigma$, the first term of $\Omega$ varies by $+\mathrm{Tr}\,G\delta\Sigma$. The two variations cancel, so $\Omega$ is stationary at the solution.

DMFT replaces $\Phi$ by a sum of local functionals, $\Phi=\sum_i\phi[G_{ii}]$. Hence $F=\sum_i f[\Sigma_i]$. A spin-invariant interaction gives $\phi[UGU^\dagger]=\phi[G]$ for any constant spin rotation $U$. Differentiating this relation shows that $UGU^\dagger$ produces the self-energy $U\Sigma U^\dagger$, and $\mathrm{Tr}\,\Sigma G$ is unchanged as well. Therefore

$$f[U_i\Sigma_iU_i^\dagger]=f[\Sigma_i],$$

with a different $U_i$ allowed on each site. The change of $\Omega$ comes entirely from $-\mathrm{Tr}\ln(-G^{-1})$. This is the magnetic force theorem for DMFT. It holds for finite angles, but for this particular trial self-energy. The rotated $\Sigma$ is in general no longer a stationary point, and part (e) deals with the consequence.

## (b) Expand to second order in the angles and find $J_{ij}$.

**Solution.** Tilt the axes to $\mathbf e_i=(\theta_i^x,\theta_i^y,\eta_i(1-\tfrac12\theta_i^2))$. Then

$$\delta\Sigma_i=\Sigma^s_i\left[\boldsymbol\theta_i\cdot\boldsymbol\sigma-\tfrac12\eta_i\theta_i^2\sigma_z\right],\qquad
\delta\Omega=-\mathrm{Tr}\ln(1-G\delta\Sigma)=\mathrm{Tr}\,G\delta\Sigma+\tfrac12\mathrm{Tr}\,G\delta\Sigma G\delta\Sigma+\dots$$

The term linear in $\theta$ vanishes, because $G$ is diagonal in spin and $\boldsymbol\theta\cdot\boldsymbol\sigma$ is off-diagonal. For the quadratic pair term define

$$K_{ij}=T\sum_n\mathrm{tr}\left[\Sigma^s_iG^\uparrow_{ij}\Sigma^s_jG^\downarrow_{ji}\right],$$

with the arrows referring to the common $z$ axis. With $\theta^\pm=\theta^x\pm i\theta^y$ the spin trace gives

$$\tfrac12\sum_{ij}\left(\theta_i^+\theta_j^-K_{ij}+\theta_i^-\theta_j^+K_{ji}\right).$$

In a real basis $\Sigma$ and $G$ are symmetric matrices. Transposing the product inside the trace then shows $K_{ij}=K_{ji}$. The antisymmetric part, proportional to $(\boldsymbol\theta_i\times\boldsymbol\theta_j)_z$, drops out and the sum becomes $\sum_{ij}K_{ij}\boldsymbol\theta_i\cdot\boldsymbol\theta_j$.

The classical energy needs $\mathbf e_i\cdot\mathbf e_j=\boldsymbol\theta_i\cdot\boldsymbol\theta_j+\eta_i\eta_j(1-\tfrac12\theta_i^2-\tfrac12\theta_j^2)$, which gives

$$\delta E=-\sum_{i\neq j}J_{ij}\boldsymbol\theta_i\cdot\boldsymbol\theta_j+\sum_i\theta_i^2\sum_{j\ne i}\eta_i\eta_jJ_{ij}.$$

Comparing the pair terms yields the Katsnelson-Lichtenstein formula

$$\boxed{J_{ij}=-T\sum_n\mathrm{tr}\left[\Sigma^s_i(i\omega_n)\,G^\uparrow_{ij}(i\omega_n)\,\Sigma^s_j(i\omega_n)\,G^\downarrow_{ji}(i\omega_n)\right]}$$

## (c) Do the on-site terms agree with the same $J_{ij}$?

**Solution.** They must, or a uniform rotation would cost energy. The $\sigma_z$ part of $\delta\Sigma$ contributes $-\tfrac12\theta_i^2\eta_i\,T\sum_n\mathrm{tr}\,\Sigma^s_i(G^\uparrow-G^\downarrow)_{ii}$. Because $h$ does not depend on spin, $(G^\downarrow)^{-1}-(G^\uparrow)^{-1}=2\eta\Sigma^s$, and so

$$G^\uparrow-G^\downarrow=G^\uparrow\left[(G^\downarrow)^{-1}-(G^\uparrow)^{-1}\right]G^\downarrow=2G^\uparrow\,\eta\Sigma^s\,G^\downarrow .$$

The contribution is therefore $-\theta_i^2\sum_j\eta_i\eta_jK_{ij}$. Adding $K_{ii}\theta_i^2$ from the pair sum cancels the term $j=i$. What remains is $\theta_i^2\sum_{j\neq i}\eta_i\eta_jJ_{ij}$, as required. With spin-dependent hopping this identity fails, and so does the mapping.

## (d) Recover the static formula and the large-$U$ limit.

**Solution.** For a frequency-independent $\Sigma^s$ the sum can be moved to the real axis by $T\sum_nX(i\omega_n)=-\frac1\pi\int d\omega\,f(\omega)\,\mathrm{Im}X(\omega+i0)$, where $f$ is the Fermi function. (For $X=1/(i\omega_n-\varepsilon)$ both sides equal $f(\varepsilon)$, up to the usual convergence factor.) Hence

$$J_{ij}=\frac1\pi\int d\omega\,f(\omega)\,\mathrm{Im}\,\mathrm{tr}\left[\Sigma^s_iG^\uparrow_{ij}\Sigma^s_jG^\downarrow_{ji}\right],$$

the force-theorem formula for a static exchange splitting $2\Sigma^s$.

Now take the half-filled Hubbard model with hopping amplitude $-t$ in a Néel state. At large $U$ the moment is full and $|\Sigma^s|=U/2$. To first order in $t$, neighbours have

$$G^\sigma_{ij}=\frac{-t}{(i\omega-\Sigma^s)(i\omega+\Sigma^s)}=\frac{t}{\omega^2+(\Sigma^s)^2}.$$

At low temperature $T\sum_n\to\int d\omega/2\pi$, and $\int d\omega\,(\omega^2+a^2)^{-2}=\pi/2a^3$, so

$$J=-\int\frac{d\omega}{2\pi}\frac{(\Sigma^s)^2t^2}{[\omega^2+(\Sigma^s)^2]^2}=-\frac{t^2}{4|\Sigma^s|}=-\frac{t^2}{2U}.$$

This is superexchange. Two sites have a singlet-triplet gap $4t^2/U$, the coefficient of $\mathbf S_i\cdot\mathbf S_j$. Setting $\mathbf S=\mathbf e/2$ divides it by 4, and double counting by another 2.

The next order shows where the limit applies. On a simple cubic lattice 15 three-step walks lead to a given neighbour, so $G_{ij}$ acquires the factor $1-15t^2/(\omega^2+(\Sigma^s)^2)$. Squaring doubles the correction, and the frequency integral weights it by $3/4(\Sigma^s)^2$:

$$J\simeq-\frac{t^2}{4|\Sigma^s|}\left[1-22.5\,\frac{t^2}{(\Sigma^s)^2}\right].$$

At $U=60t$ and fixed $|\Sigma^s|=U/2$ the correction is 2.5 %, and the ratio of $-8J$ to the exact two-site gap is 0.977 on the cubic lattice (0.9725 on a periodic $4\times4\times4$ lattice with a truncated frequency sum). The moment itself is reduced at the same order in $t^2/U^2$: the self-consistent Hartree-Fock value is $|\Sigma^s|=29.9\,t$, and with it $J$ deviates from $-t^2/2U$ by 2.1 %.

## (e) What does the rigid rotation leave out?

**Solution.** Consider a constraining field that holds the *moments* at given angles and lets the self-energy relax. For brevity take one orbital per site and a ferromagnet or a two-sublattice Néel state, with $\eta_i=e^{i\mathbf Q\cdot\mathbf r_i}$. A term $h_i\,c_i^\dagger\sigma_xc_i$ is added to the Hamiltonian, and all transverse quantities vary with wave vector $\mathbf q$. Define

$$\langle a,b\rangle=T\sum_na_nb_n,\qquad \Pi_q=\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}G^\uparrow_{0\mathbf R}G^\downarrow_{\mathbf R0},\qquad v=\Sigma^s,\qquad g=\tfrac12\eta_i(G^\uparrow-G^\downarrow)_{ii}.$$

The local irreducible vertex $\Gamma$ gives $\delta\Sigma=\Gamma\,\delta G$ for transverse changes. It mixes frequencies, and it is symmetric because it is a second derivative of $\phi$. A uniform rotation turns $g$ and $v$ together, and part (c) relates them through the bubble. This gives two Ward identities:

$$\Gamma g=v,\qquad \Pi_Qv=g .$$

From $\delta G=G(\delta\Sigma+h)G$ the response is $\delta G=\Pi_q(\Gamma\delta G+h)$. Per unit angle write $\delta G=g+u$. The moment is $2\rho$ with $\rho=\langle1,g\rangle$, and fixing its angle means $\langle1,u\rangle=0$. Then

$$g+u=\Pi_q(v+\Gamma u+h).$$

The energy follows from $\partial\Omega/\partial h_i=2\rho\theta_i$. The Legendre transform $E=\Omega-\sum_i2\rho\theta_ih_i$ obeys $\partial E/\partial\theta_i=-2\rho h_i$. Since $h_i$ is proportional to $\theta_i$, the energy per $\sum_i\theta_i^2$ is $E_{\rm full}=-\rho h$, where $h$ is the field per unit angle.

Take the product of the response equation with $v$ and use $\Pi_qv=g+r$, where $r=(\Pi_q-\Pi_Q)v$:

$$\langle v,g\rangle+\langle v,u\rangle=\langle v,\Pi_qv\rangle+\langle g,\Gamma u\rangle+\langle r,\Gamma u\rangle+h\rho+h\langle1,r\rangle .$$

By symmetry of $\Gamma$, $\langle g,\Gamma u\rangle=\langle\Gamma g,u\rangle=\langle v,u\rangle$, which cancels the term on the left. With $\langle v,g\rangle=\langle v,\Pi_Qv\rangle$,

$$\boxed{E_{\rm full}(\mathbf q)=\underbrace{\langle v,r\rangle}_{J(\mathbf Q)-J(\mathbf q)}+\;h\langle1,r\rangle+\langle r,\Gamma u\rangle},\qquad J(\mathbf q)=\sum_{\mathbf R\ne0}J_{0\mathbf R}e^{-i\mathbf q\cdot\mathbf R}.$$

The first term is the result of part (b). The quantity $r$ measures how far the local Green function produced by a rigidly turned $\Sigma$ is from a rigidly turned one. The second term is the action of the constraining field. The third is the vertex term proper: the self-energy changes its frequency dependence, by $\Gamma u$, as well as its direction.

In static Hartree-Fock theory $\Gamma$ is a constant, so $\Gamma u\propto\langle1,u\rangle=0$ and the third term vanishes. The second does not. Inserting $h=-E_{\rm full}/\rho$ gives $E_{\rm full}=\langle v,r\rangle/(1+\langle1,r\rangle/\rho)$.

With several orbitals $u$ also contains changes of orbital shape. Outside this formula, because they are outside DMFT, remain nonlocal self-energies and nonlocal vertices. The retardation of the spin motion is also missing, since the angles are static.

## (f) When are the omitted terms negligible?

**Solution.** Let $\mathbf q=\mathbf Q+\mathbf k$. With inversion symmetry $\Pi_q$ is even in $\mathbf k$. If it is also smooth, as it is when the Green functions decay exponentially with distance, then $r=O(k^2)$. The response equation becomes

$$(1-\Pi_q\Gamma)u=r+\Pi_qh .$$

At $\mathbf k=0$ the operator on the left has the null vector $g$, the uniform rotation, but the condition $\langle1,u\rangle=0$ excludes it. Provided there is no other soft mode, $u$ and $h$ are $O(k^2)$, and both corrections are $O(k^4)$. The quadratic coefficient, the spin stiffness, is thus given correctly within the DMFT functional by the rigid rotation. Individual $J_{ij}$ also contain the short-wavelength part of $J(\mathbf q)$, where no such protection exists.

## (g) Evaluate the terms for a Néel state with a frequency-dependent self-energy.

**Solution.** Take the half-filled Hubbard model on a simple cubic lattice with $t=200$ meV, $U=1200$ meV and $T=20$ meV (232 K). The local functional contains the Hartree-Fock term and the second-order skeleton diagram,

$$\Sigma^{(2)}(\tau)=-U^2\det G(\tau)\,\mathrm{adj}\,G(-\tau),$$

where $G$ is a $2\times2$ spin matrix and adj its adjugate. This is an approximate impurity solution. Higher diagrams are left out and their size at $U=6t$ is not assessed here, so the numbers describe this functional and not the exact Hubbard model. It has the properties used above: it is local, spin invariant and derived from a $\Phi$.

**Self-energy.** The moment is $n_\uparrow-n_\downarrow=0.697$. At infinite frequency $|\Sigma^s|=\tfrac12\times1200\times0.697=418$ meV. At the lowest Matsubara frequency it is 345 meV, or 18 % less.

**Exchange.** The first four parameters are

- $J(1,0,0)=-2.93$ meV, $J(1,1,0)=0.51$ meV,
- $J(1,1,1)=-0.36$ meV, $J(2,0,0)=0.11$ meV.

All four favour Néel order, and in this model the signs are fixed. Let $\varepsilon$ be the band energy. With $z=i\omega_n+\mu-\Sigma^0$ imaginary and $\Sigma^s$ real, both by particle-hole symmetry, the Green function between sites of equal sublattice is $(z\pm\Sigma^s)$ times a real number, so $G^\uparrow G^\downarrow\propto z^2-(\Sigma^s)^2<0$ and $J\geq0$. Between opposite sublattices it is the real lattice transform of $\varepsilon/[z^2-(\Sigma^s)^2-\varepsilon^2]$ for both spins, so $J\leq0$.

Keeping only the infinite-frequency self-energy, $|\Sigma^s|=418$ meV at all frequencies (not a self-consistent state: its Green function has moment 0.74 rather than 0.697), gives $J(1,0,0)=-3.62$ meV ($-3.61$ meV once the frequency cutoff is removed), 23 to 24 % larger in magnitude. The superexchange value is $-16.7$ meV. It does not apply here: with $|\Sigma^s|=345$ meV the correction in part (d) is $22.5\times(200/345)^2\approx7.6$, so the expansion has broken down.

The formula was tested by rotating spins through small finite angles in a periodic 64-site cluster. For a neighbour pair the rotation and the formula both give $-2.7613$ meV. The cluster is small and its frequency sum short, which is why this is not the bulk value.

**Stiffness.** A spiral with extra twist $\delta$ per site along $x$ costs $\tfrac12D\delta^2$ per site, with $D=\sum_{\mathbf R}(-1)^{R_x+R_y+R_z}J(\mathbf R)R_x^2$. The four shells above contribute

$$2(2.93)+8(0.51)+8(0.36)+2\cdot4(0.11)\approx13.7\ \text{meV}.$$

The full sum is 25.57 meV, so nearly half comes from more distant shells. Self-consistent spiral solutions, with $\Sigma$ relaxed at each twist, also give 25.57 meV. The energy gained by relaxation grows by a factor 15.8 when the twist is doubled, close to the 16 of a fourth-order term.

**Neglected terms.** In meV per $\sum_i\theta_i^2$:

| $\mathbf q$ | rigid | field | vertex | full |
|---|---|---|---|---|
| $(\pi+0.4,\pi,\pi)$ | 1.958 | 0.033 | 0.002 | 1.992 |
| $(0,\pi,\pi)$ | 30.0 | 10.2 | 0.5 | 40.7 |
| $(0,0,0)$ | 44.7 | 26.9 | 1.1 | 72.8 |

The rigid value at $\mathbf q=0$ is $-2\sum J$ over opposite-sublattice sites. The two nearest such shells give $2(6\times2.93+8\times0.36)\approx40.9$ meV of the 44.7.

Near $\mathbf Q$ the omitted terms add 2 % to the rigid energy. For uniform canting they add a little over 60 %, almost all of it through the constraining field. The table is computed with 256 positive frequencies, and the entries outside the rigid column still depend on this cutoff: slightly in the first row, where the field entry tends to 0.032 meV, and more strongly in the last two rows. The last full entry falls to 72.5 meV with 512 frequencies. As the cutoff is removed, the field, vertex and full entries approach 10.0, 0.5 and 40.5 meV at $(0,\pi,\pi)$, and 26.5, 1.2 and 72.3 meV at $(0,0,0)$, the last being 62 % above the rigid value. The response behind this last row was tested against a self-consistent canted state in a small transverse field, and the two susceptibilities agree to five significant digits.

In this example, then, the rigid-rotation parameters serve for long-wavelength twists, while the static energy of short-wavelength canting, such as the uniform canting of a Néel state, needs the terms of part (e) even at small angles.

## Values computed for the example and the checks

```
hopping t = 200.0 meV
interaction U = 1200.0 meV
thermal energy kT = 20.0 meV
temperature = 232.1 K
k points per direction = 16, positive frequencies = 256
highest frequency kept = 32.11 eV
moment n_up - n_dn = 0.6973
w_0 = 62.8 meV: spin self-energy = -344.8 meV, Im Sigma_0 = -3.9 meV
w_5 = 691.2 meV: spin self-energy = -356.6 meV, Im Sigma_0 = -36.0 meV
w_20 = 2576.1 meV: spin self-energy = -395.9 meV, Im Sigma_0 = -46.2 meV
w_60 = 7602.7 meV: spin self-energy = -414.5 meV, Im Sigma_0 = -23.2 meV
spin self-energy at infinite frequency = -418.4 meV
Ward identity, largest error = 2.0e-15 (units 1/t)
J(1, 0, 0) = -2.9291 meV
J(1, 1, 0) = 0.5140 meV
J(1, 1, 1) = -0.3570 meV
J(2, 0, 0) = 0.1148 meV
J(1,0,0), static self-energy = -3.6154 meV
superexchange estimate -t^2/(2U) = -16.6667 meV
J(1,0,0), twice the frequencies = -2.9273 meV
64-site cluster, near pair: rotation -2.76131 meV, formula -2.76130 meV
64-site cluster, diagonal pair: rotation 0.46706 meV, formula 0.46706 meV
U = 60 t: -8 J / (singlet-triplet gap) = 0.9725
atom: leftover ratio for U halved = 8.28
stiffness from J = 25.5678 meV
stiffness from spirals = 25.5675 meV
twist 0.2 rad: frozen 0.50984 meV, relaxed 0.50974 meV
twist 0.4 rad: frozen 2.02117 meV, relaxed 2.01960 meV
ratio of relaxation gains = 15.78
canted state: chi direct -0.32623, with vertex -0.32623 (units 1/t)
q=(0,0,0): rigid 44.7040 meV, full 72.7584 meV
  field part 26.9436 meV, vertex part 1.1108 meV
q=(0,pi,pi): rigid 30.0117 meV, full 40.6711 meV
  field part 10.1538 meV, vertex part 0.5056 meV
q=(pi+0.4,pi,pi): rigid 1.9579 meV, full 1.9923 meV
  field part 0.0325 meV, vertex part 0.0019 meV
full at q=0, twice the frequencies = 72.5255 meV
ratio of neglected terms, offset doubled = 15.79
```
